\section*{How occupation smearing hides the Peierls instability of a one-dimensional chain, part 1}

(Sections cited here and not found follow in the second part.)

\section*{A phonon that is unstable or stable according to a setting}

Take a chain with one parabolic electron band, Fermi energy $1$ eV, and a phonon of bare energy $20$ meV at the wavevector $2k_F$. With Fermi--Dirac occupations of width $0.01$ eV its adiabatic phonon energy comes out imaginary, $4.12i$ meV, so the uniform chain is unstable against a charge-density wave. At width $0.04$ eV the same mode is real, $8.8$ meV, and at $0.10$ eV it is $11.8$ meV. If the width is kept at $0.04$ eV and the occupation function is changed to first-order Methfessel--Paxton, the mode is imaginary again, $3.86i$ meV. Neither the ions, the band nor the coupling differ between these four numbers. The Fermi--Dirac frequency passes through zero at $12.83$ meV and the Methfessel--Paxton one at $49.80$ meV, and both widths follow in closed form from one logarithm.

\section*{The model}

Electrons of spin degeneracy $2$ move on a line of length $L$ with $\varepsilon_k=\hbar^2k^2/2m$. At sharp filling the states $|k|<k_F$ are occupied, the density is $n=2\cdot 2k_F/2\pi=2k_F/\pi$, and with $E_F=\hbar^2k_F^2/2m$ and $v_F=\hbar k_F/m$ the density of states per length is
\begin{equation}
N_F=\frac{dn}{dE_F}=\frac{2}{\pi\hbar v_F}=\frac{2m}{\pi\hbar^2k_F}=\frac{k_F}{\pi E_F}.
\end{equation}
It counts both spins and both Fermi points. Ions of mass $M$ and spacing $a$ give a mass density $\rho=M/a$. A displacement $u\cos qx$ costs elastic energy with a bare frequency $\omega_0$ and puts the potential $V\cos qx$, $V=Du$, on the electrons. The constants $D$ and $\omega_0$ are taken to include the screening by everything except this band and to be independent of $q$ near $2k_F$. The filling is incommensurate and umklapp components of the potential are dropped. The treatment is adiabatic, harmonic in $u$ where a frequency is computed, and mean field, which is the level of a frozen-phonon or density-functional perturbation calculation.

A level at $\varepsilon$ has occupation $f(x)$, $x=(\varepsilon-\mu)/\sigma$, with $\sigma$ the smearing width. The broadened delta function $\tilde\delta(x)=-f'(x)$ is assumed even and normalised, averages over it are written $\langle\cdots\rangle$, and $m_2=\langle x^2\rangle$. Three cases are used: Fermi--Dirac (FD), $f=1/(e^x+1)$, where $\sigma=k_BT$; Gaussian, $\tilde\delta=e^{-x^2}/\sqrt\pi$; and first-order Methfessel--Paxton (MP), $\tilde\delta=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$.

The example takes round parameters: $E_F=1$ eV, the free-electron mass, $M=50$ u, $a=2.5$ \AA, $\hbar\omega_0=20$ meV, $D=2$ eV/\AA. Then $k_F=\sqrt{2mE_F}/\hbar=0.5123$ \AA$^{-1}$, $\hbar v_F=2E_F/k_F=3.9038$ eV\,\AA, $N_F=0.16308$ eV$^{-1}$\AA$^{-1}$, the filling is $na=0.8154$ electrons per site, $M\omega_0^2=4.7845$ eV/\AA$^2$ and $\rho\omega_0^2=4.7845/2.5=1.9138$ eV/\AA$^3$.

\section*{From smeared occupations to the phonon frequency}

With smeared occupations the energy whose derivatives give forces is built from the generalised grand potential
\begin{equation}
\Omega=\sum_i\phi(\varepsilon_i-\mu),\qquad \frac{d\phi}{d\varepsilon}=f,\qquad \phi(+\infty)=0 ,
\end{equation}
because then a change of the Hamiltonian gives $d\Omega=\sum_i f_i\,d\varepsilon_i$, the Hellmann--Feynman form. For FD, $\phi=-\sigma\ln(1+e^{-x})$ and $\Omega$ is the thermodynamic grand potential.

The potential $V\cos qx$ has matrix element $V/2$ between $k$ and $k\pm q$ and no diagonal element, so there is no first-order term. In second order every contribution is a path $i\to j\to i$ with weight $|V_{ij}|^2$, so the pairs $(k,k+q)$ contribute additively and each may be treated alone. Let $\bar\varepsilon$ be the mean energy of a pair and $d=(\varepsilon_{k+q}-\varepsilon_k)/2$. The $2\times2$ eigenvalues are $\bar\varepsilon\pm R$ with $R^2=d^2+V^2/4$. The pair's share of $\Omega$ is even in $R$ and therefore a smooth function of $R^2$:
\begin{equation}
G(R^2)=\phi(\bar\varepsilon+R-\mu)+\phi(\bar\varepsilon-R-\mu),\qquad
G'(R^2)=\frac{f(\bar\varepsilon+R)-f(\bar\varepsilon-R)}{2R}.
\label{pair}
\end{equation}
The shift $V^2/4$ of $R^2$ changes it by $-(V^2/4)(f_k-f_{k+q})/(\varepsilon_{k+q}-\varepsilon_k)$. This stays finite for the degenerate pair $d=0$, and the expansion holds for $V\ll\sigma$. Summing over pairs and spins,
\begin{equation}
\frac{\delta\Omega}{L}=-\frac{\chi(q)V^2}{4},\qquad
\chi(q)=2\int\frac{dk}{2\pi}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}.
\label{chi}
\end{equation}
This $\chi$ is the static Lindhard function, with the sign chosen so that it is positive for decreasing $f$. For an induced density $n_1\cos qx$ the Hellmann--Feynman relation reads $d\Omega/dV=\int n_1\cos^2qx\,dx=Ln_1/2$, so $n_1=-\chi V$.

A calculation holds the electron number $N$ fixed and uses $F=\Omega(\mu,V)+\mu N$ with $\partial\Omega/\partial\mu=-N$. That condition makes $F$ stationary in $\mu$. The potential shifts $\mu$ by $O(V^2)$, provided $dN/d\mu\neq0$, and this shift changes $F$ only at $O(V^4)$. Hence $\delta F=\delta\Omega$ at second order, with $\mu$ the value for the undistorted chain.

Since $\cos^2qx$ averages to $\tfrac12$, the kinetic and elastic energies per length are $\rho\dot u^2/4$ and $\rho\omega_0^2u^2/4$. The Lagrangian per length is $\tfrac14\rho\dot u^2-\tfrac14(\rho\omega_0^2-D^2\chi)u^2$, and
\begin{equation}
\omega^2(q)=\omega_0^2-\frac{D^2\chi(q)}{\rho}=\omega_0^2\left[1-\lambda\,\mathcal L(q)\right],\qquad
\lambda=\frac{D^2N_F}{2\rho\omega_0^2},\qquad \mathcal L=\frac{2\chi}{N_F}.
\label{omega}
\end{equation}
In the example $\lambda=4\times0.16308/(2\times1.9138)=0.17042$, so the mode goes soft when $\mathcal L$ reaches $1/\lambda=5.8678$.

\section*{Sharp filling and the origin of the logarithm}

Let the states be filled sharply up to $E=\hbar^2k_E^2/2m$. In the term of (\ref{chi}) that contains $f_{k+q}$, substitute $k\to-k-q$. This exchanges $\varepsilon_k$ and $\varepsilon_{k+q}$ and turns $f_{k+q}$ into $f_k$, so the term becomes equal to the first. Each term alone has a pole at $k=-q/2$ that cancels in the sum, so both are taken as principal values. With $\varepsilon_{k+q}-\varepsilon_k=(\hbar^2q/m)(k+q/2)$,
\begin{equation}
\chi_0(q;E)=\frac{2}{\pi}\frac{m}{\hbar^2q}\,\mathrm P\!\!\int_{-k_E}^{k_E}\frac{dk}{k+q/2}
=N_F\frac{k_F}{q}\ln\left|\frac{q+2k_E}{q-2k_E}\right| .
\label{sharp}
\end{equation}
For $q\to0$ and $k_E=k_F$ the logarithm is $q/k_F$ and $\chi_0\to N_F$, as a uniform shift of the potential requires. At $q=2k_E$ it diverges. The wavevector $2k_E$ carries an occupied state just inside one Fermi point to an empty state just outside the other, at an energy cost $2|d|$ that can be made as small as one likes, and the sum of $1/|d|$ over such pairs is logarithmic. With sharp filling, therefore, (\ref{omega}) is negative at $2k_F$ for any $\lambda>0$: this is the Peierls instability, and the dip of $\omega(q)$ around $2k_F$ is the Kohn anomaly.

\section*{Smearing as an average over Fermi levels}

Integrating $\tilde\delta=-f'$ from $\varepsilon$ upward gives $f((\varepsilon-\mu)/\sigma)=\int dE\,\sigma^{-1}\tilde\delta((E-\mu)/\sigma)\,\theta(E-\varepsilon)$. A smeared occupation is a superposition of sharp ones, and (\ref{chi}) is linear in $f$, so exactly
\begin{equation}
\chi_\sigma(q)=\int dE\,\frac1\sigma\,\tilde\delta\!\left(\frac{E-\mu}{\sigma}\right)\chi_0(q;E),
\label{conv}
\end{equation}
with $\chi_0=0$ for $E<0$. Each member of the superposition has its singularity at its own $2k_E$. A logarithmic singularity is integrable, so the average is finite.

Define $E_q=\hbar^2q^2/8m$, the Fermi level for which $q$ is the nesting vector. Multiplying numerator and denominator in (\ref{sharp}) by $q+2k_E$ separates the singular part:
\begin{equation}
\ln\left|\frac{q+2k_E}{q-2k_E}\right|=\ln\big(\sqrt E+\sqrt{E_q}\big)^2-\ln|E-E_q| .
\end{equation}
Put $E=\mu+\sigma x$ and $\nu=(E_q-\mu)/\sigma$, so that $|E-E_q|=\sigma|x-\nu|$. The first term is smooth on the scale $\sigma$; its term linear in $x$ averages to zero because $\tilde\delta$ is even, and its average is its value at $E=\mu$ up to $O(\sigma^2/\mu^2)$. The region $E<0$ has weight $e^{-\mu/\sigma}$ for FD and less for the other two, smaller than any power of $\sigma/\mu$. Therefore
\begin{equation}
\chi_\sigma(q)=N_F\frac{k_F}{q}\left[\ln\frac{(\sqrt\mu+\sqrt{E_q})^2}{\sigma}-\Lambda(\nu)+O\!\left(\frac{\sigma^2}{\mu^2}\right)\right],\qquad
\Lambda(\nu)=\langle\ln|x-\nu|\rangle .
\label{shape}
\end{equation}
To leading order $\mu=E_F$, and at $q=2k_F$ one has $E_q=E_F$, $\nu=0$ and
\begin{equation}
\mathcal L(2k_F)=\ln\frac{C E_F}{\sigma}+O\!\left(\frac{\sigma^2}{E_F^2}\right),\qquad C=4e^{-\Lambda(0)} .
\label{log}
\end{equation}
The coefficient of $\ln(1/\sigma)$ came from $\langle1\rangle=1$, so it is the same for every normalised smearing function. The shape of the function enters only through the constant $C$.

\section*{The constants}

The integral $\int_0^\infty(e^{-\alpha t}-e^{-\beta t})\,dt/t=\ln(\beta/\alpha)$ holds because both sides vanish at $\beta=\alpha$ and both have $\beta$-derivative $1/\beta$. Taking $\alpha=1$, $\beta=0^++iz$ and the real part gives $\ln|z|=\int_0^\infty(e^{-t}-\cos zt)\,dt/t$. Averaging with $z=x-\nu$, where the $\sin xt\,\sin\nu t$ term drops by evenness,
\begin{equation}
\Lambda(\nu)=\int_0^\infty\frac{dt}{t}\left[e^{-t}-\hat\delta(t)\cos\nu t\right],\qquad \hat\delta(t)=\langle\cos xt\rangle=1-\tfrac12m_2t^2+\dots
\label{fourier}
\end{equation}
Two consequences are used below: $\Lambda(\nu)-\Lambda(0)=\int\hat\delta\,(1-\cos\nu t)\,dt/t$, which is positive whenever $\hat\delta>0$, and $\Lambda''(0)=\int_0^\infty t\,\hat\delta\,dt$. The digamma function $\psi=\Gamma'/\Gamma$ is used in the form $\psi(w)=-\gamma+\sum_{n\ge0}[1/(n+1)-1/(n+w)]$, with $\gamma$ Euler's constant. At $w=\tfrac12$ the sum is $2\sum_n[1/(2n+2)-1/(2n+1)]=-2\ln2$, so $\psi(\tfrac12)=-\gamma-2\ln2$. For large $|w|$ the partial sums up to $N$ are $\ln N+\gamma$ and approximately $\ln[(N+w)/w]$, so $\psi(w)\to\ln w$.

For the Gaussian, the substitution $s=x^2$ gives $\langle|x|^p\rangle=\Gamma(\frac{p+1}2)/\Gamma(\frac12)$, and the derivative at $p=0$ is $\Lambda(0)=\tfrac12\psi(\tfrac12)=-0.98176$, so $C=10.6765$. Here $\hat\delta=e^{-t^2/4}$, $m_2=\tfrac12$ and $\Lambda''(0)=2$.

The Methfessel--Paxton function of order $N$ is $\sum_{n=0}^N\frac{(-1)^n}{n!\,4^n\sqrt\pi}H_{2n}(x)e^{-x^2}$. Since $H_{2n}e^{-x^2}$ is the $2n$-th derivative of $e^{-x^2}$, its transform is $(-t^2)^n\sqrt\pi e^{-t^2/4}$, and
\begin{equation}
\hat\delta_N(t)=e^{-s}\sum_{n=0}^N\frac{s^n}{n!},\qquad s=\frac{t^2}{4}.
\end{equation}
The sum is the truncated series of $e^{s}$, so $\hat\delta_N=1+O(t^{2N+2})$ and the moments of order $1$ to $2N$ vanish. In (\ref{fourier}) at $\nu=0$, with $dt/t=ds/2s$, the term $n\ge1$ adds $-\Gamma(n)/(2\,n!)=-1/2n$. Thus $\Lambda(0)=\tfrac12\psi(\tfrac12)-\tfrac12\sum_{n=1}^N1/n$. For $N=1$ this is $-1.48176$, $C=17.6026$, $m_2=0$, and $\Lambda''(0)=\int t(1+t^2/4)e^{-t^2/4}dt=2+2=4$. The cancellation of moments removes the low powers of $\sigma$ from averages of functions that are smooth at $\mu$, such as the total energy. The function $\ln|x|$ is not smooth there, and the first order of the scheme multiplies $C$ by $e^{1/2}$ and leaves the logarithm in place.

For FD, $f$ has poles at $x=i\omega_n$, $\omega_n=(2n+1)\pi$, where $f\approx-1/(x-i\omega_n)$ and $\tilde\delta\approx-1/(x-i\omega_n)^2$. The residue of $e^{ixt}\tilde\delta$ is $-it\,e^{-\omega_nt}$, and closing the contour above for $t>0$,
\begin{equation}
\hat\delta(t)=2\pi t\sum_{n\ge0}e^{-\omega_nt}=\frac{\pi t}{\sinh\pi t}=1-\frac{\pi^2t^2}{6}+\dots,
\end{equation}
so $m_2=\pi^2/3$. Integrating term by term with $\int_0^\infty2\pi e^{-\omega_nt}\cos\nu t\,dt=\mathrm{Re}\,[n+\frac12+i\nu/2\pi]^{-1}$,
\begin{equation}
\Lambda(\nu)-\Lambda(0)=\sum_{n\ge0}\left[\frac1{n+\frac12}-\mathrm{Re}\,\frac1{n+\frac12+\frac{i\nu}{2\pi}}\right]=\mathrm{Re}\,\psi\!\left(\tfrac12+\tfrac{i\nu}{2\pi}\right)-\psi(\tfrac12).
\end{equation}
For $|\nu|\to\infty$ the definition gives $\Lambda\to\ln|\nu|$ while $\mathrm{Re}\,\psi\to\ln(|\nu|/2\pi)$, which fixes the constant:
\begin{equation}
\Lambda(\nu)=\ln2\pi+\mathrm{Re}\,\psi\!\left(\tfrac12+\tfrac{i\nu}{2\pi}\right),\qquad \Lambda(0)=\ln\frac\pi2-\gamma=-0.12563 .
\label{fdshape}
\end{equation}
Then $C=8e^\gamma/\pi=4.5355$, and $\Lambda''(0)=4\pi\sum_n\omega_n^{-3}=7\zeta(3)/2\pi^2$, using $\sum_n(2n+1)^{-3}=\tfrac78\zeta(3)$.

\section*{The critical width}

Inserting (\ref{log}) in (\ref{omega}) and writing $1=\lambda\ln e^{1/\lambda}$,
\begin{equation}
\omega^2(2k_F)=\omega_0^2\,\lambda\ln\frac{\sigma}{\sigma_c},\qquad \sigma_c=C E_F\,e^{-1/\lambda},
\label{main}
\end{equation}
for $\sigma\ll E_F$. With $e^{-1/\lambda}=2.82897\times10^{-3}$ and $E_F=1$ eV,
\begin{align*}
\text{FD:}\quad&4.5355\times2.82897\ \text{meV}=12.83\ \text{meV}=0.00094\ \text{Ry},\\
\text{Gaussian:}\quad&10.6765\times2.82897\ \text{meV}=30.20\ \text{meV}=0.00222\ \text{Ry},\\
\text{MP:}\quad&17.6026\times2.82897\ \text{meV}=49.80\ \text{meV}=0.00366\ \text{Ry}.
\end{align*}
The FD value corresponds to $149$ K. The opening numbers follow. At FD width $10$ meV, $0.17042\ln(10/12.831)=-0.0425$ and $\hbar\omega=20\sqrt{-0.0425}$ meV $=4.12i$ meV. At $40$ meV, $0.17042\ln(40/12.831)=0.1938$ gives $8.80$ meV, while MP gives $0.17042\ln(40/49.797)=-0.0373$ and $3.86i$ meV. The full set of $\hbar\omega(2k_F)$ in meV from (\ref{main}) is
\begin{center}
\begin{tabular}{lcccc}
$\sigma$ (eV) & 0.01 & 0.04 & 0.10 & 0.20\\
FD & $4.12i$ & 8.80 & 11.83 & 13.68\\
Gaussian & $8.68i$ & 4.38 & 9.03 & 11.35\\
MP & $10.46i$ & $3.86i$ & 6.89 & 9.74
\end{tabular}
\end{center}
Above $\sigma_c$ the mode recovers in the sense that it becomes real. It does not return to $\omega_0$: each factor $e$ in the width raises $\omega^2/\omega_0^2$ by $\lambda$, and at $0.20$ eV, some fifteen times the FD critical width, the ratio is still $0.468$. Formula (\ref{main}) would reach $\omega_0$ at $\sigma=CE_F$, and $\chi(2k_F)$ would fall to its long-wavelength value $N_F$, that is $\mathcal L=2$, at $\sigma=Ce^{-2}E_F$; neither is small against $E_F$, so both lie outside the regime of the formula. The frequency has no plateau in $\sigma$, and a real frequency at one width does not show that the sharp-filling state is stable. Within this model and for $\sigma\ll E_F$, $\omega^2$ is a straight line against $\ln\sigma$, whose slope gives $\omega_0^2\lambda$ and whose zero gives $\sigma_c$.

Because only $\sigma/C$ enters, widths in different schemes are equivalent for this mode when scaled by $C$. An MP width of $0.10$ eV acts as an FD width of $100\times4.5355/17.6026=25.8$ meV. For FD the width is a temperature, and the disappearance of the instability above $149$ K is the mean-field thermal transition of the model. For the other two schemes, or for an FD width chosen above the temperature of interest, it is an effect of the integration device.

The same quantities can be had without the Lindhard formula, by a frozen-phonon calculation. The Hamiltonian with $V\cos qx$ is diagonalised in the seven plane waves $k+jq$, $j=-3,\dots,3$, on a midpoint mesh of the reduced zone with spacing about $k_F\sigma/6E_F$ or finer; $\mu$ is adjusted to keep $N$ fixed; $-4\,\delta F/LV^2$ is evaluated at $V=0.1\sigma$ and $0.2\sigma$ and extrapolated to $V=0$ by removing the $V^2$ term; and the zero of $\omega^2$ is found by root bracketing. This gives critical widths of $12.830$, $30.202$ and $49.797$ meV, against $12.831$, $30.204$ and $49.797$ meV from (\ref{main}). The frequencies agree with the table to about $0.01$ meV, except FD at $0.20$ eV, where the frozen phonon gives $13.73$ meV.

For widths small against $E_F$, the squared frequency at $2k_F$ is linear in $\ln\sigma$ and changes sign at $\sigma_c=CE_Fe^{-1/\lambda}$, where the smearing scheme enters only through $C$; frozen-phonon calculations confirm this. What remains is to treat the small corrections, the width of the anomaly, the distorted state below $\sigma_c$, screening by the band itself, the $k$ mesh required, and the limits of the model.
